# Transverse anisotropy and the zero-field levels of the negative silicon vacancy: a numerical check

```python
# Result under test: a spin-3/2 centre with zero-field Hamiltonian
#   H = D (Sz^2 - S(S+1)/3) + E (Sx^2 - Sy^2)
# has two exactly twofold degenerate levels, +Delta and -Delta, with
# Delta = sqrt(D^2 + 3 E^2). Transverse anisotropy E does not split them.
# D, E: axial and transverse anisotropy (MHz, energy divided by h);
# A: isotropic hyperfine coupling (MHz); g: electron g factor; B: field (T).
# Time reversal is Theta = U K, U = exp(-i pi Sy), K = complex conjugation.
import numpy as np
from scipy.linalg import expm
from scipy.constants import physical_constants

MU_B = physical_constants["Bohr magneton in Hz/T"][0] * 1e-6  # MHz/T


def spin_matrices(spin):
    m = np.arange(spin, -spin - 1, -1)
    raising = np.diag(np.sqrt(spin * (spin + 1) - m[1:] * (m[1:] + 1)), 1)
    sx = (raising + raising.T) / 2
    sy = (raising - raising.T) / 2j
    return [sx.astype(complex), sy, np.diag(m).astype(complex)]


def zero_field(spin, D, E):
    sx, sy, sz = spin_matrices(spin)
    one = np.eye(len(sz))
    return D * (sz @ sz - spin * (spin + 1) / 3 * one) + E * (sx @ sx - sy @ sy)


def levels(H):
    return np.linalg.eigvalsh(H)


def show(values):
    return "  ".join(f"{v:.4f}" for v in values)


D, E, g = 40.0, 10.0, 2.0
S = spin_matrices(1.5)
H = zero_field(1.5, D, E)
ev, vec = np.linalg.eigh(H)
Delta = np.sqrt(D**2 + 3 * E**2)

# Closed-form levels against diagonalization, for several signs and sizes
for d, e in [(40, 10), (-40, 10), (5, -30), (0, 7), (12, 0)]:
    r = np.sqrt(d**2 + 3 * e**2)
    assert np.allclose(levels(zero_field(1.5, d, e)), [-r, -r, r, r], atol=1e-10)

# Spin 1 with the same anisotropy does split
ev1 = levels(zero_field(1, D, E))
assert np.allclose(ev1, [-2 * D / 3, D / 3 - E, D / 3 + E], atol=1e-10)

# Time reversal: it reverses the spin; its square depends on the spin
theta_square = {}
for spin in (1.0, 1.5):
    ops = spin_matrices(spin)
    Us = expm(-1j * np.pi * ops[1])
    for op in ops:
        assert np.allclose(Us @ op.conj() @ Us.conj().T, -op, atol=1e-12)
    square = Us @ Us.conj()
    theta_square[spin] = square[0, 0].real
    assert np.allclose(square, theta_square[spin] * np.eye(len(square)), atol=1e-12)
assert abs(theta_square[1.0] - 1) < 1e-12
assert abs(theta_square[1.5] + 1) < 1e-12

# Random time-even Hamiltonians: always doublets, always constant + quadratic
rng = np.random.default_rng(4)
U = expm(-1j * np.pi * S[1])
pairs = [(0, 0), (1, 1), (2, 2), (0, 1), (0, 2), (1, 2)]
quadratic = [(S[i] @ S[j] + S[j] @ S[i]) / 2 for i, j in pairs]
design = np.array([q.ravel() for q in quadratic]).T
design = np.vstack([design.real, design.imag])
assert np.linalg.matrix_rank(design) == 6  # constant is contained in S.S
worst_pair_gap = 0.0
for _ in range(50):
    R = rng.normal(size=(4, 4)) + 1j * rng.normal(size=(4, 4))
    R = 10 * (R + R.conj().T)
    assert np.min(np.diff(levels(R))) > 1e-6  # generic matrix: no degeneracy
    even = (R + U @ R.conj() @ U.conj().T) / 2
    w = levels(even)
    worst_pair_gap = max(worst_pair_gap, w[1] - w[0], w[3] - w[2])
    target = np.concatenate([even.ravel().real, even.ravel().imag])
    coef = np.linalg.lstsq(design, target, rcond=None)[0]
    assert np.allclose(design @ coef, target, atol=1e-9)
    # traceless tensor of the quadratic form gives the square of H
    T = np.zeros((3, 3))
    for (i, j), value in zip(pairs, coef):
        T[i, j] = T[j, i] = value if i == j else value / 2
    T -= np.trace(T) / 3 * np.eye(3)
    traceless = even - np.trace(even) / 4 * np.eye(4)
    assert np.allclose(traceless @ traceless,
                       1.5 * np.trace(T @ T) * np.eye(4), atol=1e-8)
    # a time-even perturbation is a multiple of one inside each doublet
    for cols in (vec[:, :2], vec[:, 2:]):
        block = cols.conj().T @ even @ cols
        assert np.allclose(block, np.trace(block) / 2 * np.eye(2), atol=1e-9)
assert worst_pair_gap < 1e-10

# Mixing and the quadratic shift of the line
c, s = D / Delta, np.sqrt(3) * E / Delta
upper = vec[:, 2:]
half_weight = np.sum(np.abs(upper[1:3, :])**2) / 2
assert abs(half_weight - (1 - c) / 2) < 1e-12
small = levels(zero_field(1.5, D, 0.1))
assert abs((small[3] - small[0] - 2 * D) / (3 * 0.1**2 / D) - 1) < 1e-4

# Splitting by a magnetic field: slopes from diagonalization at tiny field
r3 = np.sqrt(3)
upper_factor = np.abs([1 - c + r3 * s, 1 - c - r3 * s, 1 + 2 * c])
lower_factor = np.abs([1 + c - r3 * s, 1 + c + r3 * s, 1 - 2 * c])
B_tiny, B_stray = 1e-7, 5e-5
stray = []
for k in range(3):
    w = levels(H + g * MU_B * B_tiny * S[k])
    unit = g * MU_B * B_tiny
    assert abs((w[3] - w[2]) / unit - upper_factor[k]) < 1e-6
    assert abs((w[1] - w[0]) / unit - lower_factor[k]) < 1e-6
    w = levels(H + g * MU_B * B_stray * S[k])
    stray.append((w[3] - w[2], w[1] - w[0]))

# Coupling to one and to two spin-1/2 nuclei, still at zero field
I = spin_matrices(0.5)
one2 = np.eye(2)
A1, A2 = 2.0, 3.0
H1 = np.kron(H, one2) + A1 * sum(np.kron(S[k], I[k]) for k in range(3))
H2 = np.kron(H1, one2) + A2 * sum(
    np.kron(np.kron(S[k], one2), I[k]) for k in range(3))
n1, n2 = levels(H1), levels(H2)
assert np.min(np.diff(n1)) > 0.05
assert np.max(n2[1::2] - n2[::2]) < 1e-9

print(f"Inputs: D = {D:.1f} MHz, E = {E:.1f} MHz, g = {g:.1f}")
print(f"Theta squared: spin 1 {theta_square[1.0]:+.0f}, "
      f"spin 3/2 {theta_square[1.5]:+.0f}")
print("Spin-3/2 levels (MHz):", show(ev))
print("Spin-1 levels (MHz):", show(ev1))
print(f"Delta (MHz): {Delta:.4f}")
print(f"Spin-3/2 line at E = 0 (MHz): {2 * D:.4f}")
print(f"Spin-3/2 line with E (MHz): {ev[3] - ev[0]:.4f}")
print(f"Line shift, full (MHz): {ev[3] - ev[0] - 2 * D:.4f}")
print(f"Line shift, 3E^2/D (MHz): {3 * E**2 / D:.4f}")
print("Spin-1 lines (MHz):", show([ev1[2] - ev1[1], ev1[1] - ev1[0], ev1[2] - ev1[0]]))
print("Scan: E | 3/2 line | largest 3/2 doublet splitting | spin-1 splitting (MHz)")
for e in (0.0, 5.0, 10.0, 20.0):
    w, w1 = levels(zero_field(1.5, D, e)), levels(zero_field(1, D, e))
    inner = max(w[1] - w[0], w[3] - w[2])
    assert inner < 1e-10
    print(f"  {e:.1f} | {w[3] - w[0]:.4f} | {abs(inner):.4f} | {w1[2] - w1[1]:.4f}")
print(f"Random time-even H: largest doublet splitting below 1e-10 MHz: "
      f"{worst_pair_gap < 1e-10}")
print(f"c = D/Delta: {c:.4f}, s = sqrt(3)E/Delta: {s:.4f}")
print(f"Weight of |m| = 1/2 in upper doublet: {half_weight:.4f}")
print("Field factors x, y, z, upper doublet:", show(upper_factor))
print("Field factors x, y, z, lower doublet:", show(lower_factor))
print(f"Stray field (mT): {B_stray * 1e3:.3f}")
print(f"g mu_B B / h (MHz): {g * MU_B * B_stray:.4f}")
for name, (up, low) in zip("xyz", stray):
    print(f"Splitting, B along {name} (MHz): upper {up:.4f}, lower {low:.4f}")
print(f"Hyperfine couplings (MHz): first {A1:.1f}, second {A2:.1f}")
print("One nucleus, lower four levels (MHz):", show(n1[:4]))
print("One nucleus, upper four levels (MHz):", show(n1[4:]))
print(f"One nucleus, smallest level spacing (MHz): {np.min(np.diff(n1)):.4f}")
print("Two nuclei, lower four pairs (MHz):", show(n2[:8:2]))
print("Two nuclei, upper four pairs (MHz):", show(n2[8::2]))
print(f"Two nuclei, largest splitting in a pair below 1e-9 MHz: "
      f"{np.max(n2[1::2] - n2[::2]) < 1e-9}")
print("tests ok")
```

Output:

```
Inputs: D = 40.0 MHz, E = 10.0 MHz, g = 2.0
Theta squared: spin 1 +1, spin 3/2 -1
Spin-3/2 levels (MHz): -43.5890  -43.5890  43.5890  43.5890
Spin-1 levels (MHz): -26.6667  3.3333  23.3333
Delta (MHz): 43.5890
Spin-3/2 line at E = 0 (MHz): 80.0000
Spin-3/2 line with E (MHz): 87.1780
Line shift, full (MHz): 7.1780
Line shift, 3E^2/D (MHz): 7.5000
Spin-1 lines (MHz): 20.0000  30.0000  50.0000
Scan: E | 3/2 line | largest 3/2 doublet splitting | spin-1 splitting (MHz)
  0.0 | 80.0000 | 0.0000 | 0.0000
  5.0 | 81.8535 | 0.0000 | 10.0000
  10.0 | 87.1780 | 0.0000 | 20.0000
  20.0 | 105.8301 | 0.0000 | 40.0000
Random time-even H: largest doublet splitting below 1e-10 MHz: True
c = D/Delta: 0.9177, s = sqrt(3)E/Delta: 0.3974
Weight of |m| = 1/2 in upper doublet: 0.0412
Field factors x, y, z, upper doublet: 0.7706  0.6059  2.8353
Field factors x, y, z, lower doublet: 1.2294  2.6059  0.8353
Stray field (mT): 0.050
g mu_B B / h (MHz): 1.3996
Splitting, B along x (MHz): upper 1.0787, lower 1.7206
Splitting, B along y (MHz): upper 0.8476, lower 3.6469
Splitting, B along z (MHz): upper 3.9682, lower 1.1689
Hyperfine couplings (MHz): first 2.0, second 3.0
One nucleus, lower four levels (MHz): -45.9313  -43.9051  -42.5000  -42.0890
One nucleus, upper four levels (MHz): 41.5000  42.9051  44.9313  45.0890
One nucleus, smallest level spacing (MHz): 0.1577
Two nuclei, lower four pairs (MHz): -47.8107  -43.7594  -42.6907  -40.3214
Two nuclei, upper four pairs (MHz): 39.7026  43.2469  44.4766  47.1560
Two nuclei, largest splitting in a pair below 1e-9 MHz: True
tests ok
```
